# The Randall-Wilkins thermally stimulated current peak and its trap depth

**Q:** You cool an insulating film, fill its electron traps with light, switch the light off and warm the film under a voltage. The current rises and then falls. Why should that say anything about the depth of the traps? A rising mobility could also raise a current.

**A:** It could, so the assumptions have to be stated first. Let every trap lie at the same energy \(E\) below the conduction edge, and let \(n\) be the density of trapped electrons. A trapped electron escapes with a probability per unit time

\[
e(T)=s\,e^{-E/kT},
\]

where \(s\) is the attempt rate, taken as constant for now. The film temperature is \(T=T_0+\beta t\), with a constant heating rate \(\beta\). A free electron has mobility \(\mu\) and lifetime \(\tau\) before it recombines, and the field is \(F\); all three are held fixed. For the lifetime this requires many more recombination centres than trapped electrons. Recapture by the traps is neglected. The film stays neutral, because the light left a positive charge for each trapped electron. Then

\[
\frac{dn}{dt}=-e\,n,\qquad \frac{dn_c}{dt}=e\,n-\frac{n_c}{\tau},
\]

with \(n_c\) the free density. The first equation is what "first-order release" means: the loss is proportional to the number left.

**Q:** You measure \(n_c\), not \(n\). How do you get from one to the other?

**A:** Write \(S=\tau e n\). The second equation becomes \(n_c=S-\tau\,dn_c/dt\). Putting this expression into its own right side gives

\[
n_c=S-\tau\frac{dS}{dt}+\dots\approx S(t-\tau).
\]

The free density follows \(S\) with a delay \(\tau\), provided \(\tau\) is short compared with the time in which \(S\) changes. In temperature the delay is about \(\beta\tau\). For \(\beta=0.5\) K/s and \(\tau=1\) ns it is \(5\times10^{-10}\) K. With a lifetime of 1 s, numerical integration of the two equations gives a delay of 0.48 K, against the estimate of 0.5 K. For a short lifetime, therefore, \(n_c=\tau e n\), and the current density is

\[
J=q\mu F n_c=q\mu\tau F\,e(T)\,n .
\]

Here the dark current is taken to be negligible, a condition that needs a number of its own later.

**Q:** You still have \(n\) as a function of time and \(e\) as a function of temperature.

**A:** Since \(dT=\beta\,dt\), the trap equation becomes \(dn/dT=-(e/\beta)n\). Dividing by \(n\) and integrating from \(T_0\), where \(n=n_0\), gives

\[
n(T)=n_0\exp\!\left[-\frac{s}{\beta}\int_{T_0}^{T}e^{-E/kT'}dT'\right],
\]

\[
J(T)=q\mu\tau F n_0\,s\,e^{-E/kT}
\exp\!\left[-\frac{s}{\beta}\int_{T_0}^{T}e^{-E/kT'}dT'\right].
\]

The first exponential rises because escape becomes easier. The second falls because the traps empty.

**Q:** A rising factor times a falling one need not have a single maximum.

**A:** Take the logarithmic derivative. The constants drop out, \(-E/kT\) has the derivative \(E/kT^2\), and the integral has its integrand as derivative:

\[
\frac{d\ln J}{dT}=\frac{E}{kT^2}-\frac{e(T)}{\beta}.
\]

The ratio of the first term to the second is

\[
\rho(T)=\frac{\beta E}{kT^2 s}\,e^{E/kT},\qquad
\frac{d\ln\rho}{dT}=-\frac{2}{T}-\frac{E}{kT^2}<0 .
\]

It falls steadily from infinity at low temperature to zero at high temperature, and so passes through one once. There \(d\ln J/dT\) changes from positive to negative. The zero is a maximum, at a temperature \(T_m\) given by

\[
\boxed{\frac{\beta E}{kT_m^2}=s\,e^{-E/kT_m}}
\]

This is the Randall-Wilkins peak condition. It says that at the peak the relative gain in escape rate per kelvin equals the relative loss of trapped electrons per kelvin. If the ramp starts above \(T_m\), the derivative is negative from the start and the current only falls.

**Q:** The unknown temperature stands both in a power and in an exponent. Must one iterate?

**A:** It can be solved with the Lambert function \(W\), defined by \(W(x)e^{W(x)}=x\); its principal branch is meant. Let \(u=E/kT_m\). Then \(E/kT_m^2=ku^2/E\), and the condition becomes

\[
u^2e^{u}=\frac{sE}{\beta k}.
\]

Take the positive square root and divide by two:

\[
\frac{u}{2}e^{u/2}=\frac12\sqrt{\frac{sE}{\beta k}}
\quad\Longrightarrow\quad
T_m=\frac{E}{2k\,W\!\left(\tfrac12\sqrt{sE/\beta k}\right)} .
\]

For the reverse task, write the left side of the peak condition as \(\beta u/T_m\). This gives \(ue^u=sT_m/\beta\), hence

\[
E=kT_m\,W(sT_m/\beta).
\]

**Q:** Please put numbers in.

**A:** Take \(E=0.40\) eV, \(s=10^{10}\) s\(^{-1}\) and \(\beta=0.5\) K/s, with the ramp starting at 100 K. With \(k=8.617\times10^{-5}\) eV/K,

\[
\frac{sE}{\beta k}=9.28\times10^{13}\ ,\qquad
\tfrac12\sqrt{9.28\times10^{13}}=4.82\times10^{6}.
\]

The Lambert function of the last number is 12.84, so \(u=25.67\) and \(T_m=180.8\) K. As a check, \(u/T_m=0.142\) K\(^{-1}\), while the release rate at the peak, 0.0710 s\(^{-1}\), divided by \(\beta\) is also 0.142 K\(^{-1}\). Integrating the coupled equations for \(n\) and \(n_c\), without the short-lifetime approximation, gives the same peak temperature.

**Q:** That used a known attempt rate. In an unknown film I know neither \(s\) nor \(E\), and one temperature cannot fix two numbers.

**A:** Correct. If \(s\) is guessed, the error follows from \(u+\ln u=\ln(sT_m/\beta)\). At fixed \(T_m\), a change in \(\ln s\) changes \(u\) by \(u/(u+1)\) times as much. A factor of ten in \(s\) therefore moves the inferred depth by about

\[
kT_m\frac{u}{u+1}\ln 10=15.6\times0.96\times2.30\approx34\ \text{meV}.
\]

To avoid the guess, change the heating rate. Invert the peak condition and multiply by \(E/k\):

\[
\frac{T_m^2}{\beta}=\frac{E}{ks}\,e^{E/kT_m}
\quad\Longrightarrow\quad
\ln\frac{T_m^2}{\beta}=\frac{E}{kT_m}+\ln\frac{E}{ks}.
\]

A plot of the left side against \(1/T_m\) is a straight line. Its slope is \(E/k\), and its intercept then gives \(s\). Subtracting the equations for two rates removes the intercept:

\[
E=\frac{kT_1T_2}{T_2-T_1}\,
\ln\!\left[\frac{\beta_2}{\beta_1}\left(\frac{T_1}{T_2}\right)^2\right].
\]

Simulated ramps at 0.1 and 1.0 K/s peak at 170.86 and 185.46 K. The prefactor is \(k\times2170\ \text{K}=0.1870\) eV. The logarithm is \(2.303-0.164=2.139\). Their product is 0.400 eV, the depth put in. A line through five rates from 0.05 to 1.0 K/s returns both 0.400 eV and \(1.00\times10^{10}\) s\(^{-1}\).

**Q:** A tenfold change in rate moves the peak by less than 15 K. Is that enough?

**A:** It sets the demand on thermometry. The logarithm of the peak condition reads \(\ln\beta=\ln s-u+2\ln T_m-\ln(E/k)\). Because \(du/d\ln T_m=-u\),

\[
\frac{d\ln\beta}{d\ln T_m}=u+2
\quad\Longrightarrow\quad
\frac{dT_m}{d\ln\beta}=\frac{T_m}{u+2}=6.5\ \text{K}
\]

at 0.5 K/s. The depth depends on the difference \(T_2-T_1=14.6\) K, so an error of 1 K in either peak temperature is an error of 6 to 9 percent in \(E\). A temperature lag that grows with heating rate does this kind of harm.

**Q:** What do the height and the area add?

**A:** They need the integral. For a cold start its lower limit can be moved to zero. Put \(T'=T/y\), so that \(dT'=-T\,dy/y^2\):

\[
\int_0^T e^{-E/kT'}dT'
=T\int_1^\infty\frac{e^{-(E/kT)y}}{y^2}dy
=T\,E_2(E/kT),
\]

where \(E_2\) is the exponential integral of order two. At the peak \(sT_m/\beta=ue^u\), so

\[
\frac{n(T_m)}{n_0}=\exp\!\left[-ue^uE_2(u)\right].
\]

Repeated integration by parts, each time integrating the exponential, gives for large \(u\)

\[
ue^uE_2(u)=1-\frac2u+\frac6{u^2}-\dots
\]

At leading order the filled fraction is \(1/e=0.368\). With \(u=25.67\) the three terms sum to 0.931 and the fraction is 0.394; the full function gives 0.395. The peak thus comes when about 60 percent of the electrons have left.

For the area, use \(e n=-dn/dt\):

\[
\int J\,dt=q\mu\tau F\int e n\,dt=q\mu\tau F n_0
\]

if all traps empty during the ramp. The area yields \(n_0\) only when \(\mu\tau\) is known from elsewhere.

**Q:** Is the current in a thin oxide film large enough to measure?

**A:** Take a 100 nm film with \(n_0=10^{16}\) cm\(^{-3}\), \(\mu=10\) cm\(^2\)/Vs, \(\tau=1\) ns and \(F=0.01\) MV/cm. Then \(q\mu\tau Fn_0=1.60\times10^{-7}\) C/cm\(^2\). Multiplying by the release rate and the filled fraction at the peak,

\[
J_m=1.60\times10^{-7}\times0.0710\times0.395
=4.5\times10^{-9}\ \text{A/cm}^2 .
\]

Interdigitated electrodes with a total length of 100 cm offer a cross-section of \(10^{-3}\) cm\(^2\), hence 4.5 pA and a total charge of 160 pC. This calls for an electrometer and low leakage.

The drift range \(\mu\tau F\) is 1 µm and the gap is 10 µm, so each electron contributes about a tenth of its charge to the external circuit. If the contacts block replacement, electrons released close to the collecting electrode travel less than a full range. For an exponential distribution of ranges \(\lambda\) in a gap \(L\), the mean path is

\[
\frac1L\int_0^L\lambda(1-e^{-x/\lambda})dx
=\lambda\left[1-\frac{\lambda}{L}(1-e^{-L/\lambda})\right].
\]

With the field still held fixed, this lowers height and area by 10 percent and does not move the peak, because it is a constant factor. The charge that blocking contacts leave unbalanced also distorts the field. At the trap density of this example the distortion near the contacts can equal or exceed the applied field, so the 10 percent holds only for a much smaller trapped charge.

**Q:** Now the dark current. How small must it be, and what does that ask of the film?

**A:** This is a severe condition. The free density at the peak is just \(2.8\times10^5\) cm\(^{-3}\). With a band density of states \(N_c=2.33\times10^{18}\) cm\(^{-3}\), from an effective mass of 0.34 electron masses, the equilibrium density is \(N_c\exp(-\Delta/kT)\) for a Fermi level \(\Delta\) below the conduction edge. For a dark current of one percent of the peak,

\[
\Delta=kT_m\ln\frac{N_c}{0.01\,n_c}
=15.58\ \text{meV}\times34.4=0.54\ \text{eV}.
\]

The film must therefore be strongly insulating. The one percent holds at the maximum only. With \(\Delta\) fixed at its unrounded value of 0.535 eV and \(N_c\propto T^{3/2}\), the dark current keeps rising while the signal falls, and at 192 K it is already about three quarters of the signal. The upper side of the peak and the area therefore need a measured background to be subtracted. If the Fermi level is shallower than this, the signal sits on a larger background, and the conditions of the example are not met.

**Q:** You held \(s\) constant. Does detailed balance allow that?

**A:** Not for a constant capture cross-section \(\sigma\). In equilibrium, release balances capture: \(ef=\sigma v n_c(1-f)\), with \(f\) the trap occupation and \(v\) the thermal speed. For unit degeneracy, \(f/(1-f)=\exp[(E-\Delta)/kT]\), whichever of the two levels lies deeper. Inserting \(n_c=N_ce^{-\Delta/kT}\) gives

\[
e=\sigma v n_c\,\frac{1-f}{f}
=\sigma vN_c\,e^{-\Delta/kT}e^{(\Delta-E)/kT}
=\sigma vN_c\,e^{-E/kT}.
\]

Thus \(s=\sigma vN_c\). Since \(v\propto T^{1/2}\) and \(N_c\propto T^{3/2}\), \(s\propto T^2\). The derivative of \(\ln e\) gains \(2/T\), and the peak condition becomes

\[
\frac{E+2kT_m}{kT_m^2}=\frac{e(T_m)}{\beta}.
\]

Solving for \(T_m^2/\beta\) and differentiating its logarithm with respect to \(1/T_m\) gives the apparent depth

\[
E_{\rm app}=E+2kT_m-\frac{2(kT_m)^2}{E+2kT_m}.
\]

At 180.8 K this is 0.430 eV. The fit over all five rates gives 0.429 eV, an excess of 7 percent over the true 0.400 eV. Plotting \(\ln(T_m^4/\beta)\) instead removes the term \(2kT_m\) and returns 0.399 eV.

**Q:** And your first objection to yourself, the mobility?

**A:** If \(\mu\propto e^{-E_\mu/kT}\), then \(d\ln J/dT\) gains \(E_\mu/kT^2\), while the emptying of the traps is unchanged. With \(s\) again constant,

\[
\frac{\beta(E+E_\mu)}{kT_m^2}=s\,e^{-E/kT_m}.
\]

The exponent still contains \(E\) alone, so the heating-rate slope still gives \(E\); the intercept, and with it \(s\), is what changes. For \(E_\mu=0.03\) eV the peak moves up by 0.47 K, and the five rates return 0.400 eV.

**Q:** The same cross-section that fixes \(s\) must also recapture electrons. Did you not neglect that?

**A:** Yes, and the two are tied together. Let all \(N=n_0\) traps be filled at the start, let \(\nu=n/n_0\), and define \(R=\sigma vN\tau\), the ratio of capture by empty traps to recombination. The short-lifetime balance is now

\[
n_c=\frac{\tau e n}{D},\qquad D=1+R(1-\nu),\qquad
\frac{d\nu}{dT}=-\frac{e\nu}{\beta D}.
\]

Since \(dD/dT=-R\,d\nu/dT=Re\nu/(\beta D)\), the maximum of \(e\nu/D\) obeys

\[
\frac{E}{kT^2}=\frac{e}{\beta D}+\frac{Re\nu}{\beta D^2}
=\frac{e}{\beta}\,\frac{1+R}{D^2},
\]

because \(D+R\nu=1+R\). From \(\sigma v=s/N_c\), the example has \(R=10^{10}\times10^{16}\times10^{-9}/(2.33\times10^{18})=0.043\), and the peak moves by 0.06 K. For \(R=1\), with the other inputs fixed, it moves by 1.5 K. The shift grows with trap density and lifetime: at \(R=43\), which a lifetime of 1 µs would give here, it is about 21 K.

The lifetime can also vary because released electrons use up recombination centres. If \(1/\tau\propto1+r\nu\), the current is proportional to \(e\nu/(1+r\nu)\), and the same differentiation gives \(e/\beta=(E/kT^2)(1+r\nu)\). For \(r=0.1\) the shift is 0.25 K. In the opposite limit, \(1/\tau\propto\nu\), the factor \(\nu\) cancels from the current, which then follows \(e(T)\) until the traps are nearly empty. Without recapture and with \(1/\tau\) strictly proportional to \(\nu\), the free density would only level off; it falls again because neutrality makes the centres number \(n+n_c\), not \(n\). With that count, and a lifetime of 1 ns while the traps are full, numerical integration puts the maximum about 22 K above the Randall-Wilkins temperature without recapture, and about 9 K above it with the capture coefficient of the example. The peak condition no longer applies.

**Q:** Apart from strong recapture, what else could be large?

**A:** The field, for a trap that is positively charged when empty. Along the field the electron has potential energy \(-q^2/(4\pi\varepsilon r)-qFr\). Setting its derivative to zero gives \(r_0=\sqrt{q/(4\pi\varepsilon F)}\), where the two terms are equal, so the barrier falls by

\[
2qFr_0=\sqrt{\frac{q^3F}{\pi\varepsilon}}=24\ \text{meV}
\]

for a relative permittivity of 10. Using the lowered depth in the peak formula moves \(T_m\) down by 10.5 K. This is the largest lowering over all directions; escape elsewhere meets a higher barrier. The estimate isolates the change in barrier by keeping \(s=10^{10}\) s\(^{-1}\), which corresponds to a capture cross-section of only \(3\times10^{-16}\) cm\(^2\). An attractive centre can capture far more strongly; \(s\) and \(R\) are then larger, and the peak must be calculated anew. A trap that is neutral when empty lacks this Coulomb term.

**Q:** In an amorphous film, why should all traps have one depth?

**A:** They need not. For a Gaussian spread with a standard deviation of 20 meV about 0.40 eV, summing the single-depth curves at 0.5 K/s widens the peak at half height from 16.3 to 26.7 K, lowers it to 62 percent of the single-depth height and moves it to 178.7 K. The heating-rate plot returns 0.396 eV. The peak position therefore still gives a useful central depth here, but reading the whole width as the property of one level would be wrong.

**Q:** How close is this to a real device material?

**A:** The inputs are round values chosen for illustration, not a fit to a measured film. In insulating amorphous In-Ga-Zn-O, barriers near the band edge can make the mobility at 181 K much lower than the 10 cm\(^2\)/Vs used here, and the current falls in proportion. The lifetime and the trap parameters vary with preparation. The deep Fermi level is far from the state of a conducting transistor channel. With \(s\) held at the example's value, field lowering can move the peak of a charged trap by up to about 10 K, disorder adds about 10 K to its width, and ignoring the \(T^2\) growth of \(s\) raises the inferred depth by about 29 meV. At 300 K the constant-\(s\) release time is 0.52 ms; with \(s\propto T^2\) matched at the peak it is shorter by \((300/180.8)^2=2.75\), about 0.19 ms. Traps found in a cold ramp can thus affect millisecond transients at room temperature.

## Values computed for the example and the checks

```
trap depth E = 0.40 eV; attempt rate s = 1.0e+10 1/s
heating rate = 0.50 K/s; start = 100 K
trap density = 1.0e+16 cm^-3
mobility = 10 cm2/Vs; lifetime = 1.0 ns
field = 0.010 MV/cm; electrode gap = 10 um
film thickness = 100 nm
total electrode length = 100 cm
effective mass = 0.34 electron masses
relative permittivity = 10
peak temperature, formula = 180.818 K
peak temperature, coupled equations = 180.818 K
u = E/(k Tm) = 25.671; k Tm = 15.58 meV
release rate at peak = 0.07099 1/s
filled fraction at peak = 0.3946; 1/e = 0.3679
peak current density = 4.487 nA/cm2
peak current = 4.487 pA
total charge = 160.2 pC
area test, released fraction = 1.00000
peak width at half height = 16.3 K
peak shift per unit ln(beta) = 6.535 K
simulated peak at 0.05 K/s = 166.891 K
simulated peak at 0.10 K/s = 170.860 K
simulated peak at 0.20 K/s = 175.016 K
simulated peak at 0.50 K/s = 180.818 K
simulated peak at 1.00 K/s = 185.460 K
depth from five rates = 0.4000 eV
attempt rate from five rates = 1.000e+10 1/s
depth from 0.10 and 1.00 K/s = 0.4000 eV
depth from one peak with s known = 0.4000 eV
peak delay for 1 s lifetime = 0.483 K
beta*lifetime in example = 5.0e-10 K
s as T^2: depth from Tm^2 plot = 0.4294 eV
s as T^2: depth from Tm^4 plot = 0.3989 eV
mobility activation = 0.03 eV: shift 0.474 K
depth from rates with that mobility = 0.4000 eV
band density of states at peak = 2.33e+18 cm^-3
capture cross-section = 3.00e-16 cm2
retrapping ratio R = 0.0430: shift 0.060 K
retrapping ratio R = 1: shift 1.479 K
lifetime change r = 0.1: shift 0.245 K
field lowering, charged trap = 24.0 meV
peak shift from field lowering = -10.47 K
tunnelling gain in release = 0.25 percent
depth spread (standard deviation) = 20 meV
spread: peak temperature = 178.68 K
spread: width at half height = 26.7 K
spread: height relative to single = 0.622
spread: depth from five rates = 0.3964 eV
free density at peak = 2.80e+05 cm^-3
Fermi depth for 1 percent dark current = 0.535 eV
drift range = 1.00 um
release time at 300 K = 0.524 ms
```
